# Why a constant potential shift cancels from charged-defect formation energies

## Definitions and conventions

A supercell contains one defect and carries charge $+qe$, where $e>0$ and $q$ may have either sign. It holds $N$ electrons and cores of total charge $+Ze$, so

$$q=Z-N .$$

A positive $q$ means that $q$ electrons have been removed from the neutral cell. They are not destroyed: they enter an electron reservoir, which is the same material far from the defect. For an oxygen vacancy the formation energy is

$$E_f=E_D(q)-E_B+\mu_O+q\,(E_v+E_F). \tag{1}$$

Here $E_D(q)$ is the energy of the defect cell, $E_B$ that of the neutral bulk cell, and $\mu_O$ the energy of the removed neutral oxygen atom in its own reservoir. $E_v$ is the highest filled level of the bulk, and $E_F$ is the Fermi level measured from $E_v$. An electron in the reservoir therefore has energy $E_v+E_F$.

"Cell energy" means the energy of electrons and cores. A charged periodic cell also needs a uniform neutralizing background, but this is a device of calculation, and its energy in the shifted potential is not counted.

The shift raises the potential energy of every electron by the same constant $C$. Since an electron has charge $-e$, the electrostatic potential changes by

$$\phi_0=-C/e .$$

The claim is that $E_f$ does not depend on $C$, provided that the defect cell and the bulk cell share the same $C$.

## Where the constant comes from

In a periodic solid, Poisson's equation $\nabla^2\phi=-4\pi\rho$ fixes $\phi$ only up to a constant: if $\phi$ is a periodic solution, so is $\phi+\phi_0$. The charge density inside the cell cannot decide between them.

Remote charges can. Surround a sample with two concentric shells, of charge $Q$ at radius $R_1$ and $-Q$ at radius $R_2>R_1$. Inside a uniformly charged shell the potential is constant and equals charge over radius, so the sample sees

$$\phi_0=Q\left(\frac1{R_1}-\frac1{R_2}\right)$$

and no field. Outside both shells their potentials cancel. The shift is the work, per unit charge, of carrying a charge through the double layer.

This picture settles a factor of two. The energy of a charge distribution in its own potential carries a factor $1/2$, because each pair would otherwise be counted twice. Here the potential comes from other charges, which are held fixed, so each charge in the cell feels $\phi_0$ in full.

## Contribution 1: the electrons

The Hamiltonian gains $C$ for each electron:

$$H'=H+NC .$$

At fixed $N$ the added term is a number. It leaves every state unchanged and raises every energy by $NC$:

$$\Delta E_{\rm el}=+NC .$$

## Contribution 2: the cores

The cores have charge $+Ze$ and sit in the same potential:

$$\Delta E_{\rm core}=Ze\,\phi_0=Ze\left(-\frac Ce\right)=-ZC .$$

Taken singly, both contributions are large. Their sum depends on the net charge alone:

$$\Delta E_D=NC-ZC=-(Z-N)C=-qC. \tag{2}$$

The neutral bulk cell has $N=Z$, so $\Delta E_B=0$. The neutral oxygen atom gives $\Delta\mu_O=0$ for the same reason.

Equation (2) can be tested without adding a constant by hand. Place a water molecule, treated by unrestricted Hartree–Fock in the 6-31G basis, inside shells of point charges at 1.5 and 2.0 nm, with $Q=-2.0834\,e$. With $e^2=1.440$ eV nm,

$$C=-e\phi_0=2.0834\times1.440\left(\frac1{1.5}-\frac1{2.0}\right)\ \text{eV}=0.500\ \text{eV}.$$

The computed energy changes for $q=-1,0,+1$ are $+0.500$, $0.000$ and $-0.500$ eV, as (2) requires. The highest occupied spin-up level rises by 0.500 eV in all three cases, including the neutral one, whose total energy does not move. (The negative ion serves here as a charge distribution held by a finite basis; no claim is made that it is stable.)

## Contribution 3: the reservoir

Why must $E_v$ move by $+C$? In mean field it is the slope $dE/dN$ of the bulk cell energy at fixed $Z$, taken as a small fraction of an electron leaves the highest filled level. By (2) the cell energy with $N$ electrons changes by $(N-Z)C$. This is linear in $N$, so the slope changes by the same amount as the difference for one whole electron:

$$(N-Z)C-(N-1-Z)C=C .$$

The core term drops out because the cores stay where they are. Thus $E_v\to E_v+C$. The Fermi level $E_F$ is a distance between two levels that both rise by $C$, so it is unchanged, and

$$\Delta\big[q(E_v+E_F)\big]=+qC. \tag{3}$$

## The balance

Adding the changes of the terms in (1) gives

$$\Delta E_f=-qC-0+0+qC=0 .$$

For $q>0$, the cell has lost $q$ electrons, each of which would have been raised by $C$. The same $q$ electrons now sit in the reservoir and are raised there. For $q=-1$, the cell energy changes by $+C$ and the reservoir term by $-C$. Charge conservation is the underlying reason: forming the defect moves electrons between two places at the same shift and creates no net charge.

Two conditions are visible here. First, the reservoir must lie inside the same double layer. If the electrons are instead delivered to a level fixed outside it, such as a vacuum level, the term $-qC$ survives, and it is then real work. Second, the shift must be constant. If $\phi=\phi_0-\mathbf F\cdot\mathbf r$, a cell with dipole moment $\mathbf p$ about the origin gains, to first order in the field, a further energy $-\mathbf p\cdot\mathbf F$, which the reservoir term $+qC$ does not cancel.

## Weighing the terms: a vacancy with $q=+2$

The model oxide has 216 sites, alternately anion and cation, spaced by 0.21 nm in a cubic cell of edge $L=1.26$ nm. Each site has one orbital. The site levels are 0 eV (anion), 10 eV (cation) and 2 eV (vacancy), with the ionic field of the lattice absorbed in them. Random shifts of standard deviation 0.1 eV on the host levels imitate disorder. Hopping energies are 0.2 eV between anion and cation and 0.6 eV between neighbouring cations. Charges are Gaussians of width $\sigma=0.10$ nm, interacting in mean field with dielectric constant $\epsilon=10$. Each anion site has effective core charge 2, and the vacancy site keeps it, so that the neutral vacancy holds two electrons. The chosen reservoir values are $\mu_O=-1.0$ eV and $E_F=1.5$ eV.

The charged cell has $Z=216$ and $N=214$. For $C=0.35$ eV, the self-consistent solution gives

- electrons: $214\times0.35=+74.9$ eV;
- cores: $-216\times0.35=-75.6$ eV;
- cell: $74.9-75.6=-0.70$ eV, which is $-2C$;
- reservoir: from 3.431 to 4.131 eV, or $+0.70$ eV.

The formation energy before the shift is

$$E_f=1.179-1.000+3.431=3.610\ \text{eV},$$

where 1.179 eV is $E_D-E_B$. After the shift it is

$$E_f=0.479-1.000+4.131=3.610\ \text{eV}.$$

Shifts of $-5$ and $+7$ eV also leave it unchanged to rounding error. The value itself belongs to one site in one random sample: six other samples of the same size give $E_f$ between 3.2 and 3.75 eV, and $E_v$ between 0.18 and 0.26 eV.

The link between cell energy and reservoir level was tested separately. Removing 0.002 and 0.001 of an electron from the shifted bulk cell gives slopes of 0.5648 and 0.5650 eV; extrapolated linearly to zero fraction, $dE/dN=0.5653$ eV, equal to the shifted $E_v$ at this precision. The fraction must be small: disorder confines the top level to about one anion site, and removing a whole electron with the orbitals held fixed would add the interaction energy of the hole with itself, here 0.24 eV.

## When the two cells have different zeros

Let the defect cell be shifted by $C_D$ and the bulk cell by $C_B$. The first changes $E_D$ by $-qC_D$, the second changes the reservoir term by $+qC_B$, and the balance fails by

$$\Delta E_f=q\,(C_B-C_D). \tag{4}$$

With $C_D=0.35$ eV and $C_B=0$, this is $-0.70$ eV, and $E_f$ comes out as 2.910 eV.

The cure is to measure the offset $\Delta V=C_D-C_B$ and to replace $E_v$ by $E_v+\Delta V$. This adds $q(C_D-C_B)$, the negative of (4). The offset is read from the electron potential energy $V$ at a site far from the defect. The defect's own field must first be removed. If $K$ is the periodic interaction energy of two unit charges at that separation, a defect of charge $+qe$ contributes $-qK$ to $V$, so

$$\Delta V=V_D({\rm far})-V_B({\rm far})+qK .$$

Here $K$ must be taken for the same Gaussian charges and the same zero-average convention as the cell: the point-charge value would give $\Delta V=0.331$ eV and an error of 0.04 eV in $E_f$. With the Gaussian $K$ the model gives $\Delta V=0.349$ eV, and hence $E_f=2.910+2\times0.349=3.608$ eV. The remaining 0.002 eV comes from treating the defect charge as if it all sat on one site: in this model $V$ is the shift plus the potential energy due to the site charges, so nothing else can contribute.

The stake is large because a dilute equilibrium density varies as $\exp(-E_f/k_BT)$. At 600 K, where $k_BT=0.0517$ eV, an uncorrected error of $-0.70$ eV multiplies the predicted density of $+2$ vacancies by about $8\times10^5$, with $E_F$ held fixed.

## When the background is counted

The background has charge $-qe$. In the shifted potential its energy changes by $-qe\phi_0=+qC$. If this is included, the cell energy changes by $-qC+qC=0$, as it must for an object of zero total charge. The reservoir term still changes by $+qC$, and nothing is left to balance it. In the example, $E_f$ becomes $3.610+0.700=4.310$ eV.

When the average potential is set to zero, the background's energy in it vanishes, and the cell energy and levels belong to the same zero. If the levels are later moved by $C$, the term $-qC$ must be added to the charged-cell energy as well.

## What the cancellation does not remove

The defect also interacts with its periodic images and the background. For a point charge in a cubic cell, these produce at the defect a potential $-\alpha qe/(\epsilon L)$, where the lattice sum gives $\alpha=2.8373$. This is the cell's own interaction, so the factor $1/2$ now applies:

$$E_{\rm image}=-\frac{q^2\alpha e^2}{2\epsilon L}
=-\frac{4\times2.8373\times1.440}{2\times10\times1.26}\ \text{eV}=-0.65\ \text{eV}.$$

It is quadratic in $q$ and depends on $L$, whereas a shift acts linearly in $q$. Removing it raises $E_f$ to about 4.3 eV at leading order. In the host without disorder, enlarging the cell from 1.26 to 1.68 nm raises $E_f$ by 0.151 eV. The image formula, with a small correction for the width of the charges, gives 0.152 eV.

Disorder matters too. Forming the $+2$ vacancy empties an anion orbital of two electrons, so a random level shift $u$ enters $E_f$ as about $-2u$. This suggests a spread of $2\times0.1=0.2$ eV. Eight sites picked at random in one sample gave only 0.07 eV. The level shifts at those eight sites happened to spread by only 0.037 eV, and twice that is the spread found.

## Beside a real film

The computed gap of 3.0 eV (measured from the highest disorder-raised anion level; 2.9 to 3.1 eV over samples and cell sizes, and 3.24 eV without disorder) and the dielectric constant of 10 are in the rough range of amorphous In–Ga–Zn oxide. The regular site arrangement, the vacancy level and $\mu_O$ are model choices, so 3.6 eV is not a prediction for that material. The mid-gap Fermi level is far from typical of a conducting n-type film, where it lies near the conduction band. Moving $E_F$ from 1.5 to 2.8 eV, with all else fixed, adds $2\times1.3=2.6$ eV and gives about 6.2 eV before the image correction. This is the cost of the $+2$ state, not of a vacancy as such: in this model the neutral vacancy costs 3.1 eV whatever the Fermi level, so it is the cheaper of the two at both values of $E_F$. A film deposited at low temperature may also not reach equilibrium, and then its vacancy density does not follow from $E_f$ alone. None of this touches the cancellation, which rests on charge bookkeeping and a common zero. The numerical output lists the image energy by its magnitude, without the minus sign.

## Table of computed values

```
Water, shell radii: 1.5 and 2.0 nm
Water, inner shell charge: -2.0834 e
Water, shift C from the shells: 0.500 eV
Water q=-1: energy change +0.500000 eV, level +0.500000 eV
Water q=+0: energy change -0.000000 eV, level +0.500000 eV
Water q=+1: energy change -0.500000 eV, level +0.500000 eV
Site spacing: 0.21 nm; cell edge: 1.26 nm; sites: 216
Dielectric constant: 10; charge width: 0.10 nm
Site levels anion, cation, vacancy: 0.0, 10.0, 2.0 eV
Hopping anion-cation, cation-cation: 0.2, 0.6 eV
Disorder (standard deviation): 0.1 eV
Oxygen term mu_O: -1.0 eV; E_F above E_v: 1.5 eV
Bulk gap: 3.036 eV
Electrons on vacancy site, q=0: 1.968
Electrons on vacancy site, q=+2: 0.004
Charged cell: N = 214, Z = 216
Shift C: 0.35 eV
Electron energy change: +74.9000 eV
Core energy change: -75.6000 eV
Charged-cell energy change: -0.7000 eV
E_v at C=0: 0.2153 eV; at C=0.35: 0.5653 eV
Reservoir term at C=0: 3.4306 eV
Reservoir term at C=0.35: 4.1306 eV
E_defect(+2) - E_bulk at C=0: 1.1793 eV
E_defect(+2) - E_bulk at C=0.35: 0.4793 eV
Formation energy q=0: 3.0939 eV
Formation energy q=+2, C=0: 3.6098 eV
Formation energy q=+2, C=0.35: 3.6098 eV
Largest change over C = -5, 0.35, 7 eV: 2.8e-13 eV
Level (+2/0) above E_v: 1.2420 eV
Slope dE/dN at C=0.35: 0.56528 eV
Formation energy, only defect cell shifted: 2.9098 eV
Offset read far from defect: 0.3490 eV
Formation energy after alignment: 3.6078 eV
Formation energy, background counted: 4.3098 eV
Leading image energy, cell 1.26 nm: 0.649 eV
Clean host, rise from 1.26 to 1.68 nm: 0.1510 eV
Same rise from image formula: 0.1517 eV
Spread over 8 vacancy sites (std): 0.074 eV
Thermal energy at 300 K: 0.0259 eV; at 600 K: 0.0517 eV
False density factor at 600 K if unaligned: 7.58e+05
```
